# Recursive Green Functions for Barrier Transmission: Choosing Broadening and Grid Spacing

## What symmetry and dimensions fix

Let a barrier be described on grid sites $0,\dots,N$, with one lead attached to each end. An electron enters from the left at energy $E$. The left lead drives site 0 with a source amplitude $s_L$, so the amplitude at the far end is $\psi_N=G_{N0}s_L$, where $G$ is the Green function. The electron leaves site $N$ at a rate $\Gamma_R|\psi_N|^2$, where $\Gamma_R$ is a property of the right lead. For unit incident flux,

$$T=|s_L|^2\,\Gamma_R\,|G_{N0}|^2 .$$

Without a magnetic field the Hamiltonian is real and symmetric, so $G_{N0}=G_{0N}$. Time reversal makes the transmission the same in both directions at the same $E$. Hence $|s_L|^2\Gamma_R=|s_R|^2\Gamma_L$, or $|s_L|^2/\Gamma_L=|s_R|^2/\Gamma_R$. Each side depends on one lead alone, and the leads can be chosen independently, so both sides equal a common constant $C$. In atomic units $G$ is an inverse energy and $\Gamma$ an energy, so $C$ is a pure number:

$$T=C\,\Gamma_L\Gamma_R|G_{0N}|^2 .$$

The derivation below gives $C=1$. It also settles two settings that transport programs offer: the grid spacing $a$, and the imaginary energy $\eta$ added to $E$, often called the broadening. The electron is taken as coherent and non-interacting, the mass as piecewise constant, and the leads as uniform. Algebra is in atomic units; numbers are in eV and nm.

## The grid equation

The wave equation is $-\tfrac12(\psi'/m)'+V\psi=E\psi$. With $\varphi=\psi'/m$ it becomes two first-order equations,

$$\psi'=m\varphi,\qquad \varphi'=2(V-E)\psi .$$

Put the interfaces on grid sites, so that each bond has one mass. Integrating the first equation over a bond gives $\psi_{j+1}-\psi_j\approx m_{j+1/2}\,a\,\varphi_{j+1/2}$. Integrating the second over the cell around site $j$ gives $\varphi_{j+1/2}-\varphi_{j-1/2}\approx 2a(V_j-E)\psi_j$. At an interface, half the cell lies on each side, so $V_j$ is the mean of the two one-sided potentials. Eliminate $\varphi$, multiply by $-1/(2a)$ and define $t=1/(2ma^2)$ for each bond:

$$(E-D_j)\psi_j+t_{j+1/2}\psi_{j+1}+t_{j-1/2}\psi_{j-1}=0,$$
$$D_j=V_j+t_{j+1/2}+t_{j-1/2}.$$

A smooth cell makes an error of order $a^3$, and there are of order $1/a$ cells. Each of the two interface cells makes an error of order $a^2$. The total error is therefore of order $a^2$.

## Eliminating the leads

In a uniform lead try $\psi_j\propto e^{i\theta j}$, with $\theta=ka$. The grid equation gives

$$E=V+2t(1-\cos\theta)=V+4t\sin^2(\theta/2).$$

The lead is open for $0<E-V<4t$. Its group velocity is $v=dE/dk=2ta\sin\theta$, positive for $0<\theta<\pi$.

First suppose that nothing comes in from the left. The wave then travels away from the device, so $\psi_{-1}=e^{i\theta_L}\psi_0$. Substituted into the equation of site 0, the lead term becomes $t_Le^{i\theta_L}\psi_0$. It acts as an addition to $D_0$, the self-energy

$$\Sigma_L=-t_Le^{i\theta_L},\qquad \Gamma_L=-2\,\mathrm{Im}\,\Sigma_L=2t_L\sin\theta_L=v_L/a .$$

The right lead is treated alike. The other root, $e^{-i\theta}$, would describe a lead that feeds the device. In a closed lead the correct root is the one that decays away from the device.

Now let a wave come in: $\psi_j=Ae^{i\theta_Lj}+Be^{-i\theta_Lj}$ for $j\le0$. Then $\psi_0=A+B$ and

$$\psi_{-1}=Ae^{-i\theta_L}+Be^{i\theta_L}=e^{i\theta_L}\psi_0-2iA\sin\theta_L .$$

The new term, multiplied by $t_L$ and moved to the right-hand side of the equation of site 0, is the source:

$$(E-D_0-\Sigma_L)\psi_0+t\psi_1=2it_LA\sin\theta_L=i\Gamma_LA .$$

Therefore $\psi_j=i\Gamma_LA\,G_{j0}$. The current through a bond is

$$J_{j+1/2}=2t_{j+1/2}\,\mathrm{Im}(\psi_j^*\psi_{j+1}),$$

as the balance in the section on broadening confirms. For the incoming wave it equals $2t_L|A|^2\sin\theta_L=\Gamma_L|A|^2$. Unit flux requires $|A|^2=1/\Gamma_L$, so up to a phase

$$\psi_j=\sqrt{\Gamma_L}\,G_{j0}.$$

Beyond site $N$ the wave is outgoing, $\psi_{N+1}=e^{i\theta_R}\psi_N$, and its flux is $2t_R\sin\theta_R|\psi_N|^2=\Gamma_R|\psi_N|^2$. Hence

$$T=\Gamma_L\Gamma_R|G_{0N}|^2,\qquad R=\left|\frac BA\right|^2=|i\Gamma_LG_{00}-1|^2,$$

where $B/A=\psi_0/A-1$ was used. This fixes $C=1$.

## The recursion

Let $g_j$ be the Green function on site $j$ when everything to its right is cut off. Place a unit source on site $j$. The part to the left feels only the term $-t\psi_j$ acting on site $j-1$, so $\psi_{j-1}=-t\,g_{j-1}\psi_j$. The equation of site $j$, $(E-D_j)\psi_j+t\psi_{j-1}=1$, then gives

$$g_j=\frac{1}{E-D_j-t^2g_{j-1}},\qquad G_{0j}=-t\,G_{0,j-1}\,g_j .$$

The second relation says that site 0 responds to the effective source $-tg_j$ on site $j-1$. The start is $g_0=G_{00}=1/(E-D_0-\Sigma_L)$. At the last site $\Sigma_R$ is also subtracted in the denominator. The work grows in proportion to $N$, and no matrix is stored.

## What the broadening does to the current

Suppose the program replaces $E$ by $E+i\eta$ on the device sites and keeps the leads at real $E$. Multiply the equation of site $j$ by $2\psi_j^*$ and take the imaginary part. The term in $E-D_j$ is real and drops out:

$$2\eta|\psi_j|^2+2t_{j+1/2}\mathrm{Im}(\psi_j^*\psi_{j+1})+2t_{j-1/2}\mathrm{Im}(\psi_j^*\psi_{j-1})=0 .$$

Exchanging the two factors in the last term changes its sign, so

$$J_{j-1/2}-J_{j+1/2}=2\eta|\psi_j|^2 .$$

For $\eta=0$ every bond carries the same current, and that current is $T$. For $\eta>0$ each site absorbs. The current entering from the left lead is $1-R$, because the cross terms between $A$ and $B$ are real and carry no current. Summing over the device,

$$1-R-T=2\eta\sum_{j=0}^{N}|\psi_j|^2 .$$

**One site.** If the device is a single level, then $G_{00}=1/[\Delta+\tfrac i2(\Gamma_L+\Gamma_R+2\eta)]$, with $\Delta$ the real detuning. Expanding the square in $R$,

$$1-R=-\Gamma_L^2|G_{00}|^2-2\Gamma_L\,\mathrm{Im}\,G_{00}=\Gamma_L(\Gamma_R+2\eta)|G_{00}|^2,$$

because $\mathrm{Im}\,G_{00}=-\tfrac12(\Gamma_L+\Gamma_R+2\eta)|G_{00}|^2$. Of the current that enters, only the fraction $\Gamma_R/(\Gamma_R+2\eta)$ leaves on the right. For such a level, $\eta$ must be small compared with $\Gamma_R/2$, however small that is.

**A thick barrier.** Let $\kappa=\sqrt{2m(V-E)}$, with value $\kappa_0$ at the entrance. Near the entrance the density falls roughly as $e^{-2\kappa_0x}$, so the sum over sites is about $|\psi_0|^2/(2\kappa_0a)$. With the density relative to the incident wave, $n_j=\Gamma_L|\psi_j|^2$, and with $a\Gamma_L=v_L$,

$$\text{absorbed current}\approx\frac{\eta\,n_0}{\kappa_0v_L}.$$

This does not depend on the grid, and it does not fall with barrier thickness, whereas $T$ falls exponentially. The condition for a conserved current is

$$\eta\ll\frac{\kappa_0v_L}{n_0}\,T .$$

The transmitted current is less sensitive. In the evanescent region the first-order change of $\kappa$ is $-i\eta m/\kappa$, which is imaginary and alters the phase, not the decay. A correct exit current is thus no evidence that the entrance current is correct.

## Reading the current without cancellation

For $\eta=0$ conservation holds algebraically, but rounding can hide it. In a thick barrier $\psi_j^*\psi_{j+1}$ is almost real. Its imaginary part is the difference of two nearly equal products, with an error of order $\epsilon|\psi_j|^2$, where $\epsilon\approx1.1\times10^{-16}$ in double precision. The plain bond current is usable when

$$\frac{2t\,\epsilon\,n_j}{\Gamma_L}\ll T .$$

A sweep from the right avoids the subtraction. Let $g_j$ now denote the Green function on site $j$ with everything to its left cut off. Then $\psi_{j+1}=-t\,g_{j+1}\psi_j$, and inside the barrier

$$J_{j+1/2}=-2t^2\,\mathrm{Im}\,g_{j+1}\,|\psi_j|^2 .$$

From $1/g_j=E-D_j-t^2g_{j+1}$ and $\mathrm{Im}\,g_j=-|g_j|^2\,\mathrm{Im}(1/g_j)$ it follows that $\mathrm{Im}\,g_j=t^2|g_j|^2\,\mathrm{Im}\,g_{j+1}$. The small imaginary part is thus a product of positive factors times its value at the exit, and keeps its relative accuracy. Since $|\psi_j|^2=t^2|g_j|^2|\psi_{j-1}|^2$, the same relation shows that neighbouring bonds carry equal current.

The sum rule $R+T=1$ has a similar limit. It says something about $T$ only while $T$ is well above $\epsilon$.

## Direct wave matching

On the grid, set $\psi_N=1$ and $\psi_{N+1}=e^{i\theta_R}$, and solve each site equation for its left neighbour:

$$\psi_{j-1}=-\frac{(E-D_j)\psi_j+t_{j+1/2}\psi_{j+1}}{t_{j-1/2}} .$$

The expression for $\psi_{-1}$ found above gives $A=(e^{i\theta_L}\psi_0-\psi_{-1})/(2i\sin\theta_L)$, and $T=\Gamma_R/(\Gamma_L|A|^2)$. This solves the same grid equations as the recursion, so the two should differ by rounding alone.

The continuum gives a check on the grid itself. Take $V=\phi-Fx$ for $0<x<d$, with $\phi$ the barrier above the injecting Fermi level (the zero of energy) and $F$ the force on the electron. Define

$$\xi=(2mF)^{1/3}\left(\frac{\phi-E}{F}-x\right).$$

Then $(2mF)^{2/3}\xi=2m(V-E)$, and the wave equation becomes $d^2\psi/d\xi^2=\xi\psi$, solved by $\psi=\alpha\,\mathrm{Ai}(\xi)+\beta\,\mathrm{Bi}(\xi)$. The conditions $\psi(d)=1$ and $\psi'(d)/m=ik_R/m_R$ fix $\alpha$ and $\beta$. At the entrance $A+B=\psi(0)$ and $ik_L(A-B)/m_L=\psi'(0)/m$, so

$$A=\frac12\left[\psi(0)+\frac{m_L}{ik_L}\frac{\psi'(0)}{m}\right],\qquad T=\frac{k_R/m_R}{(k_L/m_L)|A|^2}.$$

**Grid spacing.** In a slowly varying barrier the grid wave decays at a rate $\kappa_a$ given by $V-E=4t\sinh^2(\kappa_aa/2)$. With $V-E=\kappa^2/2m$ this is $\kappa_a=(2/a)\,\mathrm{arsinh}(\kappa a/2)\approx\kappa(1-\kappa^2a^2/24)$. The grid decay is too slow, and $T\sim e^{-2\int\kappa dx}$ is too large by

$$\frac{\delta T}{T}\approx\frac{a^2}{12}\int\kappa^3dx .$$

Interface errors, also of order $a^2$, come on top.

## Example: copper lines across a low-k film

The film is carbon-doped oxide, 10 nm (100 Å) thick, in a field of 5 MV/cm, so that $F=0.5$ eV/nm. The barrier is 4 eV, its mass 0.5, the lead mass 1 and the lead Fermi energy 7 eV. At the Fermi level the barrier ends at $x_t=4/0.5=8$ nm.

On the 0.005 nm grid the barrier hopping is 3048 eV, so $1/(2m)=ta^2=0.0762$ eV nm² and $\kappa_0=\sqrt{4/0.0762}=7.25$ nm⁻¹. Since $\kappa=\kappa_0\sqrt{1-x/x_t}$, the decay exponent is $2\int\kappa\,dx=\tfrac43\kappa_0x_t=77.3$, and $e^{-77.3}\approx2.7\times10^{-34}$. The recursion gives $T=4.45\times10^{-34}$, a prefactor of about 1.6. This prefactor is not a constant of the barrier. Beyond $x_t$ the wave propagates and is partly reflected at the exit interface, so the prefactor oscillates with thickness and energy; at the same field it is 0.8 for a 9.8 nm film and 4.6 for a 10.2 nm film.

Grid matching, done in 60-digit arithmetic, agrees with the recursion to a relative $2\times10^{-12}$. Continuum matching gives $4.436\times10^{-34}$. Relative to it, the grid errors are 5.1%, 1.2% and 0.31% at 0.02, 0.01 and 0.005 nm, falling by factors of 4.07 and 4.02. The estimate uses $\int\kappa^3dx=\tfrac25\kappa_0^3x_t\approx1220$ nm⁻² and gives $0.005^2\times1220/12=0.25\%$ on the finest grid. This is most of the error found; the estimate leaves out the interfaces and the stretch beyond $x_t$, where the wave propagates.

At the entrance $n_0=1.87$ and $\Gamma_L=206$ eV. The rounding estimate for the plain current is $2\times3048\times1.87\times1.1\times10^{-16}/206\approx6\times10^{-15}$. The value found is $-1.7\times10^{-15}$: wrong in sign and more than $10^{18}$ times $T$. From 5 nm onward the listed plain currents are correct, because the density there is low enough. The cancellation-free current is constant to $3\times10^{-13}$.

With $\eta=10^{-6}$ eV the estimated absorption is $10^{-6}\times1.87/(7.25\times0.005\times206)=2.5\times10^{-7}$. The first bond carries $2.4\times10^{-7}$, while the last still carries $4.45\times10^{-34}$. Keeping the absorption below 1% of $T$ would need $\eta$ below about $2\times10^{-35}$ eV.

A 1 nm barrier of the same height and field has $T=3.26\times10^{-6}$, and $1-R$ agrees to the six digits printed. With the same $n_0$ assumed, the 1% limit there is about $10^{-7}$ eV.

## From transmission to leakage current

From here on $E$ is the energy of the motion along $x$, and $E_\parallel=k_\parallel^2/2m_L$ is that of the transverse motion in the lead, so the total energy is $E+E_\parallel$. The Fermi levels of the leads are $\mu_L$ and $\mu_R$. Each lead state carries the current $v_xT$. With two spins, $v_xdk_x=dE$ and $d^2k_\parallel=2\pi m_LdE_\parallel$, the prefactor is $2\cdot2\pi m_L/(2\pi)^3=m_L/2\pi^2$. The integral of the Fermi function over $E_\parallel$ is $k_BT_e\ln(1+e^{(\mu-E)/k_BT_e})$, with $T_e$ the temperature. Hence

$$J=\frac{m_L}{2\pi^2}\int T(E)\,k_BT_e\ln\frac{1+e^{(\mu_L-E)/k_BT_e}}{1+e^{(\mu_R-E)/k_BT_e}}\,dE .$$

This gives $5.3\times10^{-27}$ A/cm² near 0 K and $1.2\times10^{-25}$ A/cm² at 378 K, or about 24 electrons per cm² and year. For the slope $c=d\ln T/dE$ the exponent alone gives $\tfrac32\times77.3/4=29$ eV⁻¹, so $ck_BT_e\approx0.94$. The oscillating prefactor makes the local slope swing around this value: for the 10 nm film it is 41 eV⁻¹ at the Fermi level, 19 eV⁻¹ at 0.2 eV above it and 17 eV⁻¹ at 0.5 eV above it. If $\ln T$ were linear in $E$, the integral would diverge at $ck_BT_e=1$. The energy window must therefore reach well above the Fermi level; here it reaches 3 eV.

The formula lets $T$ depend on $E$ alone. If $k_\parallel$ is conserved, the transverse energy $E_\parallel$ in the lead becomes $k_\parallel^2/2m=E_\parallel m_L/m$ in the barrier. This raises the barrier seen by the motion along $x$ by $E_\parallel(m_L/m-1)$. For $T\propto e^{cE}$, at fixed total energy, the weight $e^{-cE_\parallel}$ becomes $e^{-cE_\parallel m_L/m}$, and its integral is multiplied by $m/m_L=0.5$. The full double integral also gives 0.50.

The parameters are rough typical values. A 10 nm spacing is tight, and 5 MV/cm is a stress condition near the rough breakdown range of such films. At 1 MV/cm, nearer to use, $T$ is $6\times10^{-59}$. Image forces, modelled by one image term for each electrode with an optical permittivity of 2.0 and cut off at the band bottom of the lead, lower the barrier top by 0.62 eV, but mainly near the electrodes, and raise $T$ by a factor of 120. With the repeated images between the two electrodes included, the factor is about 80. Both factors depend on the model: a cutoff at the local Fermi level gives about 75 and 45, and a permittivity of 1.8 or 2.5 turns the first into about 150 or 70. A barrier mass of 0.4 instead of 0.5, without image forces, raises $T$ by a factor of 2200. An error of 0.1 eV in the barrier changes $T$ at the Fermi level by a factor of about 40 to 50; the exponent alone would give $e^{2.9}\approx18$, and the rest comes from the oscillating prefactor. That part is specific to this thickness: for films of 9 to 12 nm at the same field the factor ranges from about 5 to 70. A metal liner between the copper and the film would change the barrier. Another strong assumption is a film without defects. A trap 3 nm inside, 2.5 eV below the local band edge, splits the path into legs with transmissions of $4.1\times10^{-17}$ and $4.3\times10^{-17}$, each some $10^{17}$ times the direct value. These legs end in metal-like leads and show the size of the bottleneck; they are not a trap current. The ideal-barrier current is thus no prediction of measured leakage.

## Choosing the settings

- **Broadening.** With analytic self-energies and open leads, set $\eta=0$ on the device sites. If a method needs $\eta>0$, compare $2\eta\sum_j|\psi_j|^2$ with $T$. For a narrow level, compare $2\eta$ with its exit width.
- **Grid spacing.** For a relative error $\delta$ from the barrier interior, start from $a\approx\sqrt{12\delta/\int\kappa^3dx}$. Then halve $a$ repeatedly: for a potential that is smooth between interfaces lying on grid sites, the change in $T$ from one grid to the next should fall fourfold each time. A potential with a kink between grid sites, such as a cut-off image term, converges irregularly and does not show this ratio. Keep $ka$ small in the leads too.
- **Conservation check.** Use $R+T=1$ while $T$ is well above rounding. Below that, use the cancellation-free current and an independent wave matching. Conservation alone does not show that the grid is fine enough, since it holds at any $a$.

The numerical output lists the values along the barrier.

## Computed results

```
barrier height 4.0 eV, thickness 10.0 nm
field 5.0 MV/cm, bias 5.0 V
masses: barrier 0.5, lead 1.0 electron masses
lead Fermi energy 7.0 eV, temperature 378 K
optical permittivity 2.0, grid spacing 0.005 nm
grid hopping: barrier 3048.0, lead 1524.0 eV
gamma of injecting lead 206.45 eV
-- 1 nm barrier, grid 0.02 nm, same height and field
at Fermi level: T = 3.26246e-06, 1-R = 3.26246e-06
5 eV above it:  T = 0.677214, R = 0.322786
-- 10 nm barrier at the Fermi level
T recursive Green function  4.449715e-34
T wave matching on grid     4.449715e-34
T wave matching, continuum  4.435971e-34
relative difference, recursion vs grid 2.3e-12
grid 0.020 nm: relative error vs continuum +0.05065
grid 0.010 nm: relative error vs continuum +0.01245
grid 0.005 nm: relative error vs continuum +0.00310
error ratios 4.070, 4.017
x (nm), density/incident, stable current, plain current
 0.000 1.874e+00 4.449715e-34 -1.654e-15
 2.000 3.744e-12 4.449715e-34 -1.173e-26
 5.000 4.330e-26 4.449715e-34 +4.450e-34
 8.000 5.586e-33 4.449715e-34 +4.450e-34
 9.995 3.405e-34 4.449715e-34 +4.450e-34
largest relative spread of stable current 3.1e-13
largest relative error of plain current   5.6e+18
eta = 1e-06 eV: first-bond current 2.438e-07
                last-bond current  4.450e-34
-- tunnelling current density
near 0 K 5.33e-27 A/cm2; at 378 K 1.24e-25 A/cm2
thermal factor 23.3
electrons per cm2 and year at 378 K: 2.44e+01
-- neglected effects
image force: barrier top lowered by 0.62 eV
  T = 5.3e-32, factor 1.2e+02
  current at 378 K 6.9e-24 A/cm2
  electrons per cm2 and year 1.4e+03
barrier mass 0.4: T = 9.63e-31, factor 2.2e+03
transverse coupling: current factor 0.50
field 1 MV/cm: T = 6.06e-59
trap at 3.0 nm, 2.5 eV below band edge:
  T into trap 4.1e-17, T out of trap 4.3e-17
```
